\section*{Mollow's transformation: a coherent mode as a classical drive plus vacuum, part 1}

(Sections cited here and not found follow in the second part.)

\section{The transformation and its proof}

A field mode that starts in a coherent state acts on an emitter as a classical oscillating field together with the same quantum mode started in its vacuum. The two descriptions are related by a unitary operator, so neither is an approximation to the other. Let the emitter have the Hamiltonian $H_A$, let the mode have angular frequency $\omega$ and annihilation operator $a$, and let
\begin{equation}
H=H_A+\hbar\omega N-dE,\qquad N=a^\dagger a,\qquad E=i\mathcal E\,(a-a^\dagger),
\label{eq:H}
\end{equation}
where $d$ is the component of the emitter's dipole operator along the mode polarization and $E$ is the field at the emitter. If the initial state is $|\phi_0\rangle|\alpha\rangle$, with $|\alpha\rangle$ a coherent state, then at every later time
\begin{equation}
|\psi(t)\rangle=D(\beta(t))\,|\psi'(t)\rangle,\qquad \beta(t)=\alpha e^{-i\omega t},
\label{eq:claim1}
\end{equation}
where $D(\beta)=\exp(\beta a^\dagger-\beta^*a)$ is the displacement operator and $|\psi'\rangle$ obeys
\begin{equation}
i\hbar\,\partial_t|\psi'\rangle=\bigl[H-d\,E_{\rm cl}(t)\bigr]|\psi'\rangle,\qquad |\psi'(0)\rangle=|\phi_0\rangle|0\rangle,
\label{eq:claim2}
\end{equation}
with the real, classical field
\begin{equation}
E_{\rm cl}(t)=i\mathcal E\,[\beta(t)-\beta^*(t)].
\label{eq:Ecl}
\end{equation}
The full $H$, including the quantum field $E$, is still present in Eq.~\eqref{eq:claim2}. This is Mollow's transformation.

The constant $\mathcal E$ follows from the energy of the mode. Take a lossless mode of an empty cavity, with no dispersive medium. Let it have a real spatial profile $f(\mathbf r)$ with $\int f^2\,d^3r=1$, and write its field as $iC(a-a^\dagger)f(\mathbf r)$ with $C>0$. In the vacuum the electric energy must be half of the zero-point energy $\hbar\omega/2$. Since $-(a-a^\dagger)^2=aa^\dagger+a^\dagger a-a^2-a^{\dagger2}$ has the vacuum mean $1$, this requires
\begin{equation}
\frac{\varepsilon_0}{2}\,C^2=\frac{\hbar\omega}{4},\qquad C=\sqrt{\frac{\hbar\omega}{2\varepsilon_0}} .
\end{equation}
With the emitter at $\mathbf r_0$, the sign of $f$ chosen so that $f(\mathbf r_0)>0$, and the effective volume defined by $1/V=f(\mathbf r_0)^2$, the field at the emitter has
\begin{equation}
\mathcal E=C f(\mathbf r_0)=\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}} .
\end{equation}
The emitter is taken to be small compared with the distance over which $f$ varies. In the multipolar form of the theory, $E$ stands for the transverse displacement field divided by $\varepsilon_0$, and any polarization self-energy is an emitter operator contained in $H_A$. The proof does not depend on this reading, because it uses only the form of Eq.~\eqref{eq:H}.

For the proof the emitter has finitely many levels, so that $H_A$ and $d$ are finite matrices. The field operator is unbounded, but $N$ controls it. From $\|a\psi\|^2=\langle N\rangle$ and $\|a^\dagger\psi\|^2=\langle N\rangle+\|\psi\|^2$,
\begin{equation}
\|E\psi\|\le2\mathcal E\sqrt{\langle\psi|(N+1)\psi\rangle}
\le2\mathcal E\sqrt{\|\psi\|\,\|(N+1)\psi\|}
\le2\mathcal E\Bigl(\epsilon\|(N+1)\psi\|+\frac{\|\psi\|}{4\epsilon}\Bigr)
\end{equation}
for any $\epsilon>0$. The second step is the Cauchy--Schwarz inequality, and the third is $\sqrt{xy}\le\epsilon x+y/(4\epsilon)$. The coefficient of $\|(N+1)\psi\|$ can be made as small as desired, so by the Kato--Rellich theorem $H$ is self-adjoint on the domain of $N$. A state that starts in this domain stays in it and has a time derivative given by the Schr\"odinger equation. A coherent state lies in the domain, since its photon-number distribution has a finite second moment.

The displacement operator is needed in two respects: how it acts on $a$, and how it acts on the vacuum. Put $K=\alpha a^\dagger-\alpha^*a$, so that $D(s\alpha)=e^{sK}$ for real $s$. Because $K^\dagger=-K$, this operator is unitary and its adjoint is $e^{-sK}$. From $[a,a^\dagger]=1$ one has $[a,K]=\alpha$, and therefore
\begin{equation}
\frac{d}{ds}\bigl(e^{-sK}a\,e^{sK}\bigr)=e^{-sK}[a,K]e^{sK}=\alpha .
\end{equation}
Integration from $s=0$ to $s=1$ gives
\begin{equation}
D^\dagger(\alpha)\,a\,D(\alpha)=a+\alpha,\qquad
D^\dagger(\alpha)\,a^\dagger D(\alpha)=a^\dagger+\alpha^* ,
\label{eq:shift}
\end{equation}
the second relation being the adjoint of the first. Multiplying the two relations yields
\begin{equation}
D^\dagger(\alpha)ND(\alpha)=(a^\dagger+\alpha^*)(a+\alpha)=N+\alpha^*a+\alpha a^\dagger+|\alpha|^2 .
\label{eq:Nshift}
\end{equation}
These identities are first read on vectors with finitely many photons and then extended by taking limits. Equation~\eqref{eq:Nshift} also shows that $D$ maps the domain of $N$ into itself: if $N\psi$ is finite in norm, so are $a\psi$ and $a^\dagger\psi$, and hence $ND\psi=D(D^\dagger ND)\psi$ is finite in norm.

On the vacuum, Eq.~\eqref{eq:shift} gives
\begin{equation}
a\,D(\alpha)|0\rangle=D(\alpha)(a+\alpha)|0\rangle=\alpha\,D(\alpha)|0\rangle ,
\end{equation}
so $D(\alpha)|0\rangle$ is a normalized eigenvector of $a$ with eigenvalue $\alpha$. Its components $c_n=\langle n|D(\alpha)|0\rangle$ obey $\sqrt n\,c_n=\alpha c_{n-1}$, whence $c_n=c_0\alpha^n/\sqrt{n!}$. The phase is fixed by $c_0$. Let $h(s)=\langle0|D(s\alpha)|0\rangle$. Since $\langle0|a^\dagger=0$ and $aD(s\alpha)|0\rangle=s\alpha D(s\alpha)|0\rangle$,
\begin{equation}
h'(s)=\langle0|(\alpha a^\dagger-\alpha^*a)D(s\alpha)|0\rangle=-s|\alpha|^2h(s),\qquad h(s)=e^{-s^2|\alpha|^2/2}.
\end{equation}
With $s=1$ this is the usual coherent state, phase included:
\begin{equation}
D(\alpha)|0\rangle=e^{-|\alpha|^2/2}\sum_{n=0}^\infty\frac{\alpha^n}{\sqrt{n!}}|n\rangle=|\alpha\rangle .
\label{eq:coh}
\end{equation}

The displacement in Eq.~\eqref{eq:claim1} moves with time. Its derivative can be found without differentiating an exponential whose exponents at different times do not commute. Let $R=e^{-i\omega tN}$. On a number state,
\begin{equation}
R\,a\,R^\dagger|n\rangle=e^{i\omega tn}\sqrt n\,e^{-i\omega t(n-1)}|n-1\rangle=e^{i\omega t}a|n\rangle ,
\end{equation}
so $RaR^\dagger=e^{i\omega t}a$ and $Ra^\dagger R^\dagger=e^{-i\omega t}a^\dagger$. The exponent of $D(\alpha)$ is then rotated into
\begin{equation}
R(\alpha a^\dagger-\alpha^*a)R^\dagger=\alpha e^{-i\omega t}a^\dagger-\alpha^*e^{i\omega t}a=\beta a^\dagger-\beta^*a ,
\end{equation}
which means that
\begin{equation}
D(\beta(t))=R\,D(\alpha)\,R^\dagger,\qquad D^\dagger(\beta(t))=R\,D^\dagger(\alpha)\,R^\dagger .
\end{equation}
Only the two outer factors depend on time. From $i\hbar\,\partial_tR=\hbar\omega NR$ and $i\hbar\,\partial_tR^\dagger=-R^\dagger\hbar\omega N$,
\begin{equation}
i\hbar\,\partial_tD^\dagger(\beta(t))=\hbar\omega N\,D^\dagger(\beta(t))-D^\dagger(\beta(t))\,\hbar\omega N .
\label{eq:dD}
\end{equation}

Now define $|\psi'\rangle=D^\dagger(\beta(t))|\psi\rangle$, where $|\psi\rangle$ solves the original Schr\"odinger equation. The product rule applies because $|\psi\rangle$ lies in the domain of $N$ and $D^\dagger$ preserves that domain. Writing $D$ for $D(\beta(t))$,
\begin{align}
i\hbar\,\partial_t|\psi'\rangle
&=(i\hbar\,\partial_tD^\dagger)|\psi\rangle+D^\dagger H|\psi\rangle\nonumber\\
&=\hbar\omega ND^\dagger|\psi\rangle-D^\dagger\hbar\omega N|\psi\rangle
+D^\dagger(H_A+\hbar\omega N-dE)|\psi\rangle\nonumber\\
&=\hbar\omega N|\psi'\rangle+D^\dagger(H_A-dE)D|\psi'\rangle .
\label{eq:main}
\end{align}
The two terms $D^\dagger\hbar\omega N|\psi\rangle$ have cancelled. The operators $H_A$ and $d$ act on the emitter and commute with $D$, while Eq.~\eqref{eq:shift} with $\beta$ in place of $\alpha$ gives
\begin{equation}
D^\dagger ED=i\mathcal E(a+\beta-a^\dagger-\beta^*)=E+E_{\rm cl}(t).
\end{equation}
Equation~\eqref{eq:main} therefore becomes
\begin{equation}
i\hbar\,\partial_t|\psi'\rangle=\bigl[H_A+\hbar\omega N-dE-dE_{\rm cl}(t)\bigr]|\psi'\rangle ,
\end{equation}
which is Eq.~\eqref{eq:claim2}. At $t=0$, Eq.~\eqref{eq:coh} gives $|\psi'(0)\rangle=D^\dagger(\alpha)|\phi_0\rangle|\alpha\rangle=|\phi_0\rangle|0\rangle$. The driven equation has no second solution with this initial state: its Hamiltonian is symmetric, so the difference of two solutions keeps its norm, which is zero at the start. This completes the proof. No phase factor is left over, and neither a rotating-wave approximation, nor weak coupling, nor a large photon number has been used.

The rate at which the displacement rotates matters. Suppose it rotated as $\alpha e^{-i\nu t}$ with some other frequency $\nu$. Equation~\eqref{eq:dD} would then hold with $\nu$ in place of $\omega$, and the free part of the new Hamiltonian would be
\begin{equation}
\hbar\nu N+\hbar(\omega-\nu)D^\dagger ND
=\hbar\omega N+\hbar(\omega-\nu)\bigl(\beta^*a+\beta a^\dagger+|\beta|^2\bigr),
\end{equation}
by Eq.~\eqref{eq:Nshift}. For $\nu\ne\omega$ the terms linear in $a$ and $a^\dagger$ would drive the mode out of its vacuum even without an emitter. For $\nu=\omega$ the displacement follows the free motion of the coherent amplitude, and what remains in the mode is caused by the emitter alone. Indeed, for $d=0$ the state $|0\rangle$ of the transformed mode does not change.

With $\alpha=|\alpha|e^{i\varphi}$, Eq.~\eqref{eq:Ecl} reads
\begin{equation}
E_{\rm cl}(t)=i\mathcal E\cdot2i\,|\alpha|\sin(\varphi-\omega t)=2\mathcal E|\alpha|\sin(\omega t-\varphi).
\label{eq:sine}
\end{equation}
This is the mean field that the coherent state would have without the emitter, because free evolution turns $\langle a\rangle=\alpha$ into $\alpha e^{-i\omega t}$. In the coupled system the mean field is $E_{\rm cl}(t)+\langle\psi'|E|\psi'\rangle$. The second term is the response of the mode to the emitter. The classical field in Eq.~\eqref{eq:claim2} is thus prescribed and is not depleted; depletion is carried by the quantum part.

The proof used the initial state only at $t=0$. If the mode starts in $D(\alpha)|\chi\rangle$, the transformed mode starts in $|\chi\rangle$, and the Hamiltonian is the same. A superposition $\sum_jc_j|\alpha_j\rangle$ of different coherent states can be treated in this way with a single drive, but $|\chi\rangle$ is then not the vacuum. If instead each branch is given its own displacement, so that its transformed mode starts in vacuum, then $|\psi\rangle=\sum_jc_jD(\beta_j)|\psi_j'\rangle$, and the mean of an emitter operator $O$ contains the terms
\begin{equation}
c_j^*c_k\langle\psi_j'|\,O\,D^\dagger(\beta_j)D(\beta_k)|\psi_k'\rangle,\qquad j\ne k ,
\end{equation}
which an average over the separate drives leaves out. For a statistical mixture of coherent states these cross terms are absent, and the emitter means are averages over the corresponding drives.

Other field modes may be included in $H_A$, together with their coupling to the emitter, provided that $H_A$ contains neither $a$ nor $a^\dagger$ and that $D$ still preserves the domain of $H$. The step can then be repeated for each mode that starts in a coherent state, since a drive already introduced by an earlier step commutes with the next displacement. If instead the mode is coupled directly to another mode $b$ by $\hbar(Ja^\dagger b+J^*b^\dagger a)$, Eq.~\eqref{eq:shift} adds
\begin{equation}
\hbar\bigl(J\beta^*b+J^*\beta b^\dagger\bigr),
\end{equation}
and the classical amplitude drives $b$ as well as the emitter. This extra drive is absent if both modes are displaced along their joint classical motion, $i\dot\beta_a=\omega\beta_a+J\beta_b$ and $i\dot\beta_b=\omega_b\beta_b+J^*\beta_a$, where $\omega_b$ is the frequency of $b$. If $b$ does not couple to the emitter itself, the emitter is then driven by the classical field of $\beta_a$ alone.

We have shown that a mode starting in a coherent state is exactly equivalent, for the coupled emitter, to a prescribed classical field together with the same quantum mode starting in vacuum. It remains to see how observables carry over, how large the error is when the quantum mode is dropped, and how a coupling quadratic in the field changes the drive.
